# Why polar-optical-limited mobility grows exponentially at low temperature

## What goes wrong with a power law

Take a model semiconductor whose electrons scatter from polar optical phonons and from nothing else, with the parameters given near the end. Its mobility is $8.95\times10^3$ cm²/(V s) at 300 K and $2.03\times10^4$ at 200 K. These two values fit a power law $T^{-2.02}$. Extended to 60 K, that law predicts $2.3\times10^5$. The Boltzmann equation gives $3.31\times10^6$, fourteen times more.

The missing ingredient is a threshold. An electron with less than one phonon energy cannot emit a phonon. It can only absorb one, and in a cold crystal there are exponentially few to absorb. The task is to turn this into a formula, prefactor included.

**Assumptions.** The band is single, isotropic and parabolic with mass $m$. Carriers are dilute, so occupation factors $1-f$ and collisions between carriers are dropped. Longitudinal optical phonons have one energy $\omega_0$ and are in equilibrium at temperature $T$. The coupling is weak: rates are taken to lowest order, and the shift of band energy and mass by the coupling is ignored. The electric field is small.

**Units.** $\hbar=e=4\pi\varepsilon_0=1$, and $T$ is an energy. I write
$$t=\frac{T}{\omega_0},\qquad x=\frac{E}{\omega_0},\qquad N=\frac{1}{e^{1/t}-1},\qquad k_0=\sqrt{2m\omega_0},$$
so that an electron of energy $x$ has wave number $k=k_0\sqrt x$.

## Strength of the coupling

A longitudinal optical vibration carries an electric polarization, which acts on an electron at $\mathbf r$ through
$$H_{\rm int}=\sum_{\mathbf q}M_q\,(a_{\mathbf q}+a^\dagger_{-\mathbf q})\,e^{i\mathbf q\cdot\mathbf r}.$$
To find $M_q$, place two electrons at fixed positions a distance $\mathbf R$ apart and let $\rho_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j}$. Relabelling $\mathbf q\to-\mathbf q$ in the creation term and completing the square gives, for each mode,
$$\omega_0a^\dagger a+M_q(\rho_{\mathbf q}a+\rho_{-\mathbf q}a^\dagger)=\omega_0\Big(a^\dagger+\frac{M_q\rho_{\mathbf q}}{\omega_0}\Big)\Big(a+\frac{M_q\rho_{-\mathbf q}}{\omega_0}\Big)-\frac{M_q^2|\rho_{\mathbf q}|^2}{\omega_0}.$$
The first term is a displaced oscillator with the old spectrum. The last is the energy gained by lattice relaxation. Since $|\rho_{\mathbf q}|^2=2+2\cos\mathbf q\cdot\mathbf R$, the part that depends on $\mathbf R$ is $-\sum_{\mathbf q}(2M_q^2/\omega_0)\cos\mathbf q\cdot\mathbf R$.

With the ions clamped, the repulsion is $1/(\varepsilon_\infty R)$. With the ions relaxed, it is $1/(\varepsilon_sR)$. The difference is
$$-\frac1{\kappa R}=-\frac1\kappa\,\frac1V\sum_{\mathbf q}\frac{4\pi}{q^2}\cos\mathbf q\cdot\mathbf R,\qquad \frac1\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.$$
Equating the two sums term by term,
$$M_q^2=\frac{2\pi\omega_0}{\kappa Vq^2}.$$
This holds at long wavelengths, where dielectric constants make sense.

In silicon and germanium the coupling vanishes. Inversion through a bond centre exchanges the two atoms of the cell, so their effective charges are equal. Neutrality makes the charges sum to zero, so both are zero. Polar scattering needs a crystal whose atoms carry nonzero effective charges, as in the III-V compounds.

## Simplest case: an electron at rest

An electron at $k=0$ can only absorb. Its final wave number is $k_0$, and $q=k_0$ whatever the direction. The golden rule multiplies $2\pi NM_q^2$ by the density of final states $Vmk_0/(2\pi^2)$:
$$\Gamma=2\pi N\,\frac{2\pi\omega_0}{\kappa Vk_0^2}\,\frac{Vmk_0}{2\pi^2}=\frac{2m\omega_0}{\kappa k_0}N=\gamma N .$$
The constant $\gamma$ can be written with the usual dimensionless coupling $\alpha$:
$$\gamma=2\alpha\omega_0,\qquad \alpha=\frac1\kappa\sqrt{\frac{m}{2\omega_0}},$$
because $m\omega_0/k_0=\sqrt{m\omega_0/2}=\omega_0\sqrt{m/(2\omega_0)}$.

All final directions are equally likely, so one absorption erases the memory of the original direction. If every electron behaved like this one, the relaxation time would be $1/(\gamma N)$ and the mobility
$$\mu_0=\frac{1}{m\gamma N}=\frac{e^{1/t}-1}{2\alpha\omega_0m}.$$

This is the exponential law in its first form. Thermal electrons are not at rest, however, and an electron that has absorbed soon emits. Both points need an honest treatment before the prefactor can be believed.

## Moving electrons: rates and deflections

Let the electron go from $\mathbf k$ to $\mathbf k'$ with $c$ the cosine of the angle between them, so that $q^2=a-bc$ with $a=k^2+k'^2$ and $b=2kk'$. For absorption, $k'^2=k^2+k_0^2$. The energy delta function turns $k'^2dk'$ into $mk'$, and
$$\Gamma_a=2\pi N\,\frac{V}{(2\pi)^3}\,2\pi\,mk'\,\frac{2\pi\omega_0}{\kappa V}\,I=\frac{m\omega_0k'}{\kappa}N\,I,\qquad I=\int_{-1}^{1}\frac{dc}{a-bc}.$$
The integral is
$$I=\frac1b\ln\frac{a+b}{a-b}=\frac{1}{kk'}\ln\frac{k'+k}{k'-k}.$$
In scaled variables the fraction is $(\sqrt{x+1}+\sqrt x)/(\sqrt{x+1}-\sqrt x)=(\sqrt{x+1}+\sqrt x)^2$, since the product of sum and difference is 1. Its logarithm is $2A(x)$, where $A(x)=\operatorname{arsinh}\sqrt x$. With $m\omega_0/(\kappa k_0)=\gamma/2$,
$$\Gamma_a(x)=\gamma N\,\frac{A(x)}{\sqrt x}.$$

For emission, $N$ becomes $N+1$ and the final energy is $x-1$. The logarithm depends on the same pair of wave numbers and is fixed by the lower energy, while the factor $1/k$ belongs to the initial state:
$$\Gamma_e(x)=\gamma(N+1)\frac{A(x-1)}{\sqrt x}\quad(x>1),\qquad \Gamma_e=0\quad(x<1).$$

*Limit.* As $x\to0$, $A\to\sqrt x$ and $\Gamma_a\to\gamma N$, the result for an electron at rest.

The mean cosine follows from writing $bc=a-(a-bc)$ under the integral:
$$\bar c=\frac1I\int_{-1}^1\frac{c\,dc}{a-bc}=\frac ab-\frac{2}{bI}.$$
Since $kk'=b/2$, we have $I=4A/b$. For a transition in either direction between $x$ and $x+1$, therefore,
$$\bar c(x)=\frac{2x+1}{2\sqrt{x(x+1)}}-\frac{1}{2A(x)} .$$

*Limit.* For small $x$, $A=\sqrt x\,(1-x/6+\dots)$, and
$$\bar c=\frac{1}{2\sqrt x}\Big[\Big(1+\frac{3x}{2}\Big)-\Big(1+\frac x6\Big)+\dots\Big]=\frac23\sqrt x+\dots$$
The deflection becomes isotropic at the band bottom, as it should.

## The Boltzmann equation

Let a force $F$ act along $x$, on carriers of unit charge counted so that drift follows $F$. Write the distribution as $f_0(1+\chi)$ with $f_0\propto e^{-E/T}$ and $\chi=Fv_x\tau(E)/T$. This form defines $\tau$. Since $\partial f_0/\partial k_x=-v_xf_0/T$, the steady state requires
$$-\frac{Fv_x}{T}f_0=\sum_{\mathbf k'}\big[W_{k'k}f_0'(1+\chi')-W_{kk'}f_0(1+\chi)\big].$$
The relation $N+1=Ne^{\omega_0/T}$ gives detailed balance, $W_{k'k}f_0'=W_{kk'}f_0$. The right side becomes $-f_0\sum W_{kk'}(\chi-\chi')$, so
$$v_x=\sum_{\mathbf k'}W_{kk'}\,(v_x\tau-v_x'\tau').$$
Averaging over the azimuth around $\mathbf k$ replaces $v_x'$ by $(v'/v)\,\bar c\,v_x$. Dividing by $v_x$,
$$1=\Gamma_a\Big[\tau(x)-\bar c(x)\sqrt{\tfrac{x+1}{x}}\,\tau(x+1)\Big]+\Gamma_e\Big[\tau(x)-\bar c(x-1)\sqrt{\tfrac{x-1}{x}}\,\tau(x-1)\Big].$$
The equation links only energies spaced by whole phonons.

The mobility is $\langle v_x\chi\rangle/F=\langle v^2\tau\rangle/(3T)$. The density of states is proportional to $\sqrt x$ and $v^2=2\omega_0x/m$. Because $\int x^{3/2}e^{-x/t}dx=\tfrac{3t}{2}\int x^{1/2}e^{-x/t}dx$, the constants combine to
$$\mu=\frac{1}{m}\,\frac{\int_0^\infty x^{3/2}e^{-x/t}\,\tau(x)\,dx}{\int_0^\infty x^{3/2}e^{-x/t}\,dx}.$$

*Limit.* A constant $\tau$ gives $\mu=\tau/m$.

## Freezing: two levels are enough

Let $t\to0$, so that $N\approx e^{-1/t}$ is tiny. Nearly all the weight in $\mu$ lies at $x<1$, where $\Gamma_e=0$. Define $s=\gamma N\tau$, which should stay finite. The equation for $x<1$ is
$$1=\frac{A(x)}{\sqrt x}\Big[s(x)-\bar c\,\sqrt{\tfrac{x+1}{x}}\,s(x+1)\Big].$$
At $x+1$ the electron can emit and return to $x$, or absorb again. Multiplying the equation there by $N$,
$$N=(N+1)\frac{A(x)}{\sqrt{x+1}}\Big[s(x+1)-\bar c\,\sqrt{\tfrac{x}{x+1}}\,s(x)\Big]+O(N).$$
The second absorption is in the $O(N)$ term. For $N\to0$ at fixed $x$ the bracket must vanish:
$$s(x+1)=\bar c\,\sqrt{\tfrac{x}{x+1}}\;s(x).$$
Inserting this, the square roots cancel and
$$s(x)=\frac{\sqrt x}{A(x)\,[1-\bar c(x)^2]} .$$

The factor has a direct meaning. An absorption followed by an emission returns the electron to its old energy, with a fraction $\bar c^2$ of its old direction left on average. Summing over repeated pairs gives $1+\bar c^2+\bar c^4+\dots=1/(1-\bar c^2)$.

The step fails very near $x=0$, where the emission rate from $x+1$, about $\gamma\sqrt x$, is no longer large compared with $\gamma N$. At small $x$, as long as $\sqrt x\gg N$, the neglected source $N$ changes $s(x)$ by about $\tfrac23N/\sqrt x$. Still closer to zero, second absorptions keep the change finite. The thermal average of the change is of order $N/\sqrt t$, exponentially small.

Now expand. From $A/\sqrt x=1-x/6$ and $\bar c^2=4x/9$,
$$s=1+\Big(\frac16+\frac49\Big)x+\dots=1+\frac{11}{18}x+\dots$$
The mobility weight gives $\langle x\rangle=t\,\Gamma(7/2)/\Gamma(5/2)=5t/2$ (here $\Gamma$ is the gamma function), and therefore
$$\boxed{\;\mu=\frac{e^{\omega_0/T}-1}{2\alpha\omega_0m}\Big[1+\frac{55}{36}\frac{T}{\omega_0}+O\Big(\frac{T^2}{\omega_0^2}\Big)\Big]\;}\qquad (T\ll\omega_0).$$

To see the coefficient emerge from the whole set of levels, I solved the Boltzmann equation numerically: 40 levels $y,y+1,\dots$ for each of 200 quadrature points $0<y<1$. Extrapolating $(\mu/\mu_0-1)/t$ from $t=0.02$ and $0.01$ to zero gives 1.527, against $55/36=1.528$. Dropping the return of scattered electrons leaves only the $1/6$, hence $5/12=0.417$. The same extrapolation then gives 0.4165.

**What exactly is frozen?** In equilibrium emissions are as frequent as absorptions, by detailed balance, so emission events are just as rare per electron. But an electron can emit only after it has been lifted above the threshold. Once there it emits at a rate that does not vanish with $N$. Absorption is the bottleneck, and its rate sets the exponential.

## A second case: short-range coupling

The argument does not need $M_q\propto1/q$. Suppose $M_q^2=B/V$ with constant $B$, a simple model of non-polar optical scattering within one band. Then
$$\Gamma_a=2\pi N\,B\,\frac{mk'}{2\pi^2}=\frac{Bmk_0}{\pi}N\sqrt{1+x},$$
and $\bar c=0$, so nothing returns with memory. For $x<1$, $\tau=1/\Gamma_a\propto N^{-1}(1-x/2+\dots)$, and
$$\mu=\frac{\pi}{Bm^2k_0}\,(e^{1/t}-1)\Big[1-\frac54t+\dots\Big].$$
The exponential is the same and the correction has the opposite sign. The threshold makes the exponential; the form of the coupling makes the prefactor.

## A tempting shortcut and its price

Suppose instead that the whole distribution drifts rigidly, which means a constant $\tau$. Multiply the Boltzmann equation by $f_0v_x$ and sum over $\mathbf k$. By detailed balance the right side can be symmetrized to $\tfrac12\tau\sum f_0W(v_x-v_x')^2$. Absorptions and emissions contribute equally, so absorptions can be counted once without the factor $\tfrac12$. With $|\mathbf v-\mathbf v'|^2=q^2/m^2$, one third of it along $x$, and $\langle v_x^2\rangle=T/m$,
$$\frac1\tau=\frac{1}{3mT}\Big\langle\sum_{\rm abs}W q^2\Big\rangle .$$
The factor $q^2$ cancels the $1/q^2$ of the coupling, so $I$ is replaced by 2 in $\Gamma_a$:
$$\frac1\tau=\frac{2\omega_0N\langle k'\rangle}{3\kappa T}=\gamma N\,\frac{2}{3t}\,\big\langle\sqrt{1+x}\big\rangle,$$
where $k_0/\kappa=\gamma$ was used and the average has weight $\sqrt x\,e^{-x/t}$. For $t\to0$ the average tends to 1 and the mobility to $\tfrac{3t}{2}\mu_0$.

The exponential survives, but the prefactor is wrong by a factor that tends to zero. The reason is visible in the two-level solution: $s(x+1)/s(x)\approx\tfrac23x$, so electrons above the threshold hardly share the drift. The shortcut sets this ratio to 1 and charges the emission of their large momentum to the current.

The shortcut becomes right in another regime. Collisions between carriers conserve total momentum and drive the distribution toward a drifted Maxwellian. If they are fast compared with phonon emission, while the gas stays nondegenerate and the coupling unscreened, the factor $3t/2$ follows. These conditions can conflict. For the parameters below, a rough Coulomb-collision estimate puts a carrier collision rate of order $\gamma$ at a density of order $10^{17}$ cm$^{-3}$. That is above the effective density of states at 60 K, $2(mT/2\pi)^{3/2}\approx4\times10^{16}$ cm$^{-3}$. Such a gas is degenerate and screens the coupling, so the drifted-Maxwellian value at that temperature is a point of comparison, not a prediction. The boxed result needs carriers dilute enough for such collisions to be negligible.

## Numbers

Take round parameters $m=0.07$, $\omega_0=35$ meV $=1.2862\times10^{-3}$ hartree, $\varepsilon_\infty=11$, $\varepsilon_s=13$. Then
$$\frac1\kappa=\frac1{11}-\frac1{13}=0.013986,\qquad \alpha=0.013986\sqrt{\frac{0.07}{2\times1.2862\times10^{-3}}}=0.0730,$$
$$\gamma=2\alpha\omega_0=1.877\times10^{-4}\ \text{a.u.}=7.76\times10^{12}\ \text{s}^{-1}.$$
The mobility unit is $1/(\gamma m)=7.61\times10^4$ a.u. $=3238$ cm²/(V s).

At 100 K, $t=0.2462$ and $N=0.01752$. The leading law gives $\mu_0=3238/0.01752=1.85\times10^5$ cm²/(V s). The numerical Boltzmann solution gives $2.08\times10^5$, larger by a factor 1.127. In the table, $\mu$ is that solution, and the share is the part of $\mu$ carried by electrons with $E<\omega_0$.

| $T$ (K) | $N$ | $\mu$ (cm²/(V s)) | $\mu/\mu_0$ | share |
|---|---|---|---|---|
| 60 | 0.00115 | $3.31\times10^6$ | 1.176 | 0.998 |
| 80 | 0.00628 | $6.02\times10^5$ | 1.167 | 0.990 |
| 100 | 0.0175 | $2.08\times10^5$ | 1.127 | 0.971 |
| 150 | 0.0715 | $4.58\times10^4$ | 1.010 | 0.868 |
| 200 | 0.151 | $2.03\times10^4$ | 0.948 | 0.717 |
| 300 | 0.348 | $8.95\times10^3$ | 0.962 | 0.434 |

Between 300 and 60 K the mobility grows 370-fold, while $\mu/\mu_0$ stays between 0.94 and 1.18 at the listed temperatures. The factor $1/N$ alone grows 303-fold. The closeness of $\mu/\mu_0$ to 1 at 300 K is not evidence for the frozen picture there: more than half the current is carried above the threshold.

The linear correction is not yet accurate at 60 K, where $1+\tfrac{55}{36}t=1.226$ against 1.176. Two things are missing from it. One is the curvature of $s(x)$: at $x=0.4$ the two-level formula gives 1.223, the straight line 1.244. The other is the weight above the threshold, where emission makes $\tau$ short. The table does not separate them.

**Reading an activation energy.** With $u=1/t$ and $R=\mu/\mu_0$, the local slope is
$$\frac{d\ln\mu}{du}=\frac{d}{du}\ln(e^u-1)+\frac{d\ln R}{du}=1+N+\frac{d\ln R}{du}.$$
As $t\to0$ this becomes $1-\tfrac{55}{36}t^2$, so the activation energy tends to $\omega_0$. Numerical differentiation of the Boltzmann solution gives 0.996 at 60 K, 1.07 at 100 K and 1.17 at 150 K. A slope taken near 150 K would thus suggest a phonon of 41 meV instead of 35.

The drifted Maxwellian gives $5.66\times10^5$ cm²/(V s) at 60 K, too small by a factor 5.9 relative to the Boltzmann solution. At 300 K it gives $7.24\times10^3$, too small by a factor 1.24.

**Where the growth ends.** At 60 K the absorption rate at the band bottom is $7.76\times10^{12}\times0.00115=8.9\times10^9$ s$^{-1}$, one event per 0.11 ns. If another process, such as scattering from impurities or acoustic phonons, relaxes the momentum of electrons below the threshold faster than this, it limits the mobility. The exponential belongs to the polar-optical contribution, and the total mobility follows it only while that contribution dominates.

Numerical values quoted here were computed with a short program.
